# Negative Arrhenius Slope of a Positive Grain-Boundary Barrier with Curie-Weiss Permittivity

## 1. Scaling fixes the form

Two n-type grains meet at a plane that holds $N_s$ trapped electrons per unit area. The grains contain $N_d$ ionised donors per unit volume and have permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. The barrier $\phi$ is the rise of the electron energy from the grain interior to the plane. Near the plane the mobile electrons are taken to be absent (the depletion approximation), so $kT$ does not enter the electrostatics.

The charge and the permittivity then enter only through $e^2/\varepsilon$, which has the dimension energy × length. With $N_s$ in length$^{-2}$ and $N_d$ in length$^{-3}$, dimensions allow

$$\phi=\frac{e^2}{\varepsilon}\,N_s^{1/2}\,g\!\left(\frac{N_s^3}{N_d^2}\right),$$

where $g$ is an unknown function. Linearity fixes it. If $N_s$ and $N_d$ are both multiplied by $\lambda$, neutrality leaves the width of the charged region unchanged, every charge density grows by $\lambda$, and so does the potential. The argument of $g$ grows by $\lambda^3/\lambda^2=\lambda$, which requires $\lambda^{1/2}g(\lambda u)=\lambda g(u)$. Hence $g(u)\propto u^{1/2}$ and

$$\phi=c\,\frac{e^2N_s^2}{\varepsilon N_d},$$

with $c$ a pure number. At fixed $N_s$ and $N_d$, all temperature dependence sits in $1/\varepsilon$. In a paraelectric with Curie-Weiss permittivity,

$$\varepsilon_r=\frac{C}{T-\theta},\qquad T>\theta,$$

$1/\varepsilon$ is linear in $T$. The barrier must therefore have the form $\phi=a(T-\theta)$ with $a>0$. Division by $kT$ gives a constant plus a term in $1/T$, which is a straight Arrhenius line. The sign of its slope is set by $\theta$.

SI and engineering units are used, because Hartree units are unnatural for a ceramic device.

## 2. The coefficient

Let $x$ be the distance from the plane into the right-hand grain, and let $D$ be the displacement along $+x$. The sheet charge is $-eN_s$, so $D$ jumps by $-eN_s$ across the plane. The two sides are mirror images, $D(0^-)=-D(0^+)$, and therefore

$$D(0^+)=-\frac{eN_s}{2}\equiv -D_s .$$

In the depleted region $dD/dx=eN_d$. With $D(w)=0$ at its edge,

$$D(x)=-eN_d(w-x),\qquad w=\frac{N_s}{2N_d},$$

where the second relation follows from the value at $x=0$. Both $w$ and $D_s$ are independent of temperature; this is where the fixed interface charge is used.

The electron energy is $U=-eV$, where $V$ is the electrostatic potential. The field is $\mathcal E=-dV/dx=D/\varepsilon$, so

$$\frac{dU}{dx}=e\mathcal E=-\frac{e^2N_d}{\varepsilon}(w-x).$$

Integration with $U(w)=0$ gives

$$U(x)=\frac{e^2N_d}{2\varepsilon}(w-x)^2,\qquad
\phi=U(0)=\frac{e^2N_dw^2}{2\varepsilon}=\frac{e^2N_s^2}{8\varepsilon N_d}.$$

Thus $c=1/8$. Inserting the Curie-Weiss law,

$$\phi(T)=a(T-\theta),\qquad a=\frac{e^2N_s^2}{8\varepsilon_0CN_d}.$$

This $a$ is in J/K. Dividing by $e$ gives it in eV/K, with one factor of $e$ left in the numerator.

## 3. The Arrhenius line

The Boltzmann factor is

$$F=e^{-\phi/kT}=e^{-a/k}\,e^{+a\theta/kT},\qquad
\ln F=-\frac ak+\frac{a\theta}{kT}.$$

The apparent activation energy is defined by the slope, $E_{\rm app}=-d\ln F/d(1/kT)$, so that ordinary activation gives a positive value. Here

$$\boxed{E_{\rm app}=-a\theta<0\quad\text{for }\theta>0,\qquad \phi=a(T-\theta)>0 .}$$

To see why slope and barrier differ, set $\beta=1/kT$ and let $\phi$ depend on $T$ in any smooth way. Since $dT/d\beta=-kT^2$,

$$E_{\rm app}=\frac{d(\beta\phi)}{d\beta}=\phi+\beta\frac{dT}{d\beta}\frac{d\phi}{dT}=\phi-T\frac{d\phi}{dT}.$$

This is the value at $T=0$ of the tangent drawn to $\phi(T)$. A barrier that rises steeply enough has a tangent that meets the energy axis below zero. Differentiating once more,

$$\frac{dE_{\rm app}}{dT}=\frac{d\phi}{dT}-\frac{d\phi}{dT}-T\frac{d^2\phi}{dT^2}=-T\frac{d^2\phi}{dT^2}.$$

The plot is straight over an interval if and only if $\phi$ is linear in $T$ there. Straightness is therefore no evidence that the barrier is constant.

Four cases delimit the result:

- **Constant permittivity.** Then $d\phi/dT=0$ and $E_{\rm app}=\phi$, the usual reading of an Arrhenius plot.
- **$\theta=0$.** The barrier is proportional to $T$, and $F=e^{-a/k}$ does not depend on temperature.
- **$\theta<0$.** The slope has the ordinary sign, $E_{\rm app}=a|\theta|$, but is still smaller than $\phi=a(T+|\theta|)$.
- **$T\to\theta^+$.** The formula sends $\phi$ to zero, but depletion requires $\phi\gg kT$ and fails first.

The line also must not be continued into the ferroelectric phase, where this permittivity law does not hold.

## 4. Free energy and internal energy

The field energy per unit area, counting both sides, is

$$W=2\int_0^w\frac{D^2}{2\varepsilon}\,dx=\frac{e^2N_d^2}{\varepsilon}\,\frac{w^3}{3}=\frac{e^2N_s^3}{24\,\varepsilon N_d}.$$

Because $\varepsilon$ is the isothermal permittivity, $W$ is reversible work at constant temperature, which is a free energy. Its derivative with respect to the number of trapped electrons is the barrier:

$$\left(\frac{\partial W}{\partial N_s}\right)_T=\frac{e^2N_s^2}{8\varepsilon N_d}=\phi .$$

The field part of the entropy per added electron is $s=-d\phi/dT=-a$, and the corresponding internal energy is

$$u=\phi+Ts=a(T-\theta)-aT=-a\theta=E_{\rm app}.$$

The Boltzmann factor contains the free energy, which is positive. The Arrhenius slope returns the internal energy, which is negative. The entropy is negative because raising the displacement from zero to $D$ at constant temperature changes the entropy density by (the derivative is taken at fixed $D$)

$$-\frac{\partial}{\partial T}\frac{D^2(T-\theta)}{2\varepsilon_0C}=-\frac{D^2}{2\varepsilon_0C}.$$

## 5. Worked example

The parameters are rough typical values for donor-doped barium titanate ceramic, the material of thermistors whose resistance rises on heating: $C=1.5\times10^5$ K, $\theta=383$ K, $N_d=10^{18}$ cm$^{-3}$ and $N_s=6\times10^{13}$ cm$^{-2}$. The window, 410 to 450 K, lies above the ferroelectric transition, which is at roughly 400 K.

The depletion width is $w=6\times10^{17}/(2\times10^{24})$ m $=300$ nm on each side, and $D_s=4.81$ µC/cm². The barrier slope is

$$a=\frac{(1.6022\times10^{-19})(6\times10^{17})^2}{8(8.8542\times10^{-12})(1.5\times10^5)(10^{24})}\ \frac{\rm eV}{\rm K}=5.429\ \frac{\rm meV}{\rm K}.$$

| $T$ (K) | $\varepsilon_r$ | $\phi$ (eV) | $\phi/kT$ | $F$ |
|---|---|---|---|---|
| 410 | 5556 | 0.147 | 4.15 | $1.58\times10^{-2}$ |
| 430 | 3191 | 0.255 | 6.89 | $1.02\times10^{-3}$ |
| 450 | 2239 | 0.364 | 9.38 | $8.4\times10^{-5}$ |

Heating by 40 K lowers $F$ by a factor of 187. The apparent energy is

$$E_{\rm app}=-(5.429\times10^{-3})(383)\ \text{eV}=-2.08\ \text{eV}.$$

At 430 K its magnitude is $\theta/(T-\theta)=383/47=8.15$ times the barrier. The intercept is $-a/k=-63.0$. The small factor $e^{-63}$ and the large factor $e^{a\theta/kT}$ combine to give $F<1$ throughout the window, so the intercept should not be read as an attempt rate.

In a numerical test, Poisson's equation was solved by finite differences at nine temperatures in the window, and $-\phi/kT$ was fitted against $1/kT$. The slope gave $-2.0791$ eV, equal to $-a\theta$ to the digits printed, and the largest residual in $\ln F$ was $1.4\times10^{-13}$. With $\varepsilon_r$ held at its 430 K value, the same procedure gave $+0.255$ eV, the barrier itself. With $\theta=-50$ K and the other parameters unchanged, it gave $+0.271$ eV, which is $50a$. Differentiating the integrated field energy numerically at 430 K gave a free energy of 0.255 eV and an internal energy of $-2.079$ eV per added electron, as Section 4 requires.

## 6. Mobile carriers

Let nondegenerate electrons follow $n=N_de^{-U/kT}$. Poisson's equation becomes

$$\frac{d^2U}{dx^2}=\frac{e^2N_d}{\varepsilon}\left(1-e^{-U/kT}\right).$$

Multiply by $dU/dx$ and integrate from the grain interior, where $U$ and $dU/dx$ vanish:

$$\frac12\left(\frac{dU}{dx}\right)^2=\frac{e^2N_d}{\varepsilon}\left[U-kT\left(1-e^{-U/kT}\right)\right].$$

At the plane $|dU/dx|=eD_s/\varepsilon$. Writing $\psi$ for the full barrier and using $D_s^2/(2\varepsilon N_d)=\phi$,

$$\phi=\psi-kT\left(1-e^{-\psi/kT}\right).$$

For a high barrier $\psi\simeq\phi+kT$. The extra $kT$ multiplies $F$ by $1/e$ and drops out of the slope. A numerical solution of the full equation gave $\psi=7.885\,kT$ at 430 K, against $\phi=6.886\,kT$, and a fitted slope of $-2.081$ eV, a change of 0.1%.

## 7. From Boltzmann factor to conductance

A measured conductance has a prefactor. If it varies as $T^m$, then, since $d\ln T/d\beta=-kT$, it adds $m\,kT$ to $E_{\rm app}$, or 0.037 eV per power at 430 K.

The barrier shape contributes more. For an assumed mobility $\mu=0.5$ cm²/Vs and effective mass $5m_e$, both rough, the drift velocity at the interface is $8.5\times10^3$ cm/s at 430 K. The thermal collection velocity is $1.4\times10^6$ cm/s, so diffusion through the depletion region limits the current. At small voltage the resistance of unit area is the sum of local resistances. With $v=(w-x)/w$ and $b=\phi/kT$,

$$R=2\int_0^w\frac{dx}{e\mu N_de^{-U/kT}}=\frac{2w}{e\mu N_d}\int_0^1e^{bv^2}dv .$$

For large $b$ the region near $v=1$ dominates. There $v^2\simeq1-2(1-v)$, and the integral tends to $e^b/(2b)$. The conductance is then proportional to $\mu\,b\,e^{-b}$. The factor $b\propto1-\theta/T$ shifts the apparent energy by

$$kT^2\frac{d\ln b}{dT}=kT^2\,\frac{\theta}{T(T-\theta)}=\frac{kT\,\theta}{T-\theta},$$

about $+0.30$ eV at 430 K in this large-$b$ limit. With the full integral the shift is 0.34 eV at 430 K and falls from 0.59 eV at 410 K to 0.24 eV at 450 K, so the conductance plot is curved. Evaluating the integral in full at fixed $\mu$ and $N_d$ gives a fitted slope of $-1.715$ eV over the window, about 18% smaller in magnitude than $a\theta$.

To recover the barrier from a slope, first correct the slope for the prefactor, then use

$$\phi(T)=|E_{\rm app}|\left(\frac T\theta-1\right),$$

with $\theta$ taken from a separate permittivity measurement. In the example $2.08\times47/383$ eV gives 0.255 eV at 430 K. The uncorrected slope would give $1.715\times47/383=0.21$ eV. The rule returns the depletion barrier $\phi$. The full barrier $\psi$ of Section 6 is higher by about $kT$, 0.292 eV at 430 K, and this difference does not show in the slope. The rule also assumes fixed interface charge, so it fails once the traps begin to empty (Section 8). Because $T-\theta$ is small, $\theta$ must be known well: an error of 5 K in it changes the recovered barrier at 430 K by about 12%. The slope and intercept of $\ln F$ together also return $\theta$, because the line for the depletion barrier crosses $\ln F=0$ at $T=\theta$, but this needs the absolute prefactor. It also needs the extra $kT$ of Section 6 removed: with $\psi$ in the exponent the line is lowered by 1 and crosses at 377 K instead of 383 K.

## 8. Where the assumptions fail

**Trap emptying.** As the barrier rises it lifts the trap level towards the Fermi level. Let the traps lie $E_t$ below the local band edge, and let the band edge in the grain interior lie $\delta=kT\ln(N_c/N_d)$ above the Fermi level, where $N_c$ is the effective density of band states. If $N_s$ is the total trap density and $f$ the filled fraction, the charge is $fN_s$ and the barrier $f^2\phi$. Ignoring trap degeneracy,

$$f=\left[1+\exp\frac{f^2\phi+\delta-E_t}{kT}\right]^{-1}.$$

For a rough depth $E_t=0.8$ eV, $f=0.994$ at 450 K and the fitted slope in the window is $-2.05$ eV, so fixed charge is a good approximation there. At higher temperature it fails: the ratio of barrier to $kT$ peaks at 482 K, and between 502 and 542 K the fitted apparent energy is $+0.47$ eV. These figures use the depletion barrier. Including the extra $kT$ of Section 6 moves the peak to 476 K and the slope in the window to $-2.00$ eV. The negative slope thus has an upper temperature limit, which depends on $E_t-\delta$ and so on $N_c$ as well as on the trap depth. The figures above take $N_c$ from the rough mass $5m_e$. With one state per titanium site instead, $N_c=1.56\times10^{22}$ cm$^{-3}$, the same depth and the depletion barrier give $f=0.94$ at 450 K, a slope of $-1.69$ eV and a peak at 463 K, and fixed charge is then a poor approximation in the upper part of the window.

**Nonlinear dielectric.** Since $|dD|=eN_d|dx|$, the barrier for any single-valued field law is

$$\phi=\int_0^we|\mathcal E|\,dx=\frac1{N_d}\int_0^{D_s}\mathcal E(D)\,dD,$$

where $\mathcal E(D)$ now denotes magnitudes. This is the free-energy density at $D_s$ divided by $N_d$. Take $P\simeq D$ and add to that density $\alpha P^4+\gamma P^6$. Rough coefficients for barium titanate are $\alpha=5\times10^6(T-393)-2\times10^8$ J m⁵/C⁴, with $T$ in K, and $\gamma=2\times10^9$ J m⁹/C⁶. The barrier at 410 K falls from 0.147 to 0.143 eV, and the slope becomes $-2.15$ eV. Most of this shift comes from the assumed temperature coefficient of $\alpha$; with $\alpha$ held at $-2.1\times10^8$ J m⁵/C⁴ the slope is $-2.09$ eV. The line stays straight in this model because the added terms are linear in $T$ at fixed $D_s$.

**Smaller effects.** Adding a constant background of 10 to $\varepsilon_r$ changes the slope to $-2.07$ eV. The tunnelling energy $E_{00}=(\hbar e/2)\sqrt{N_d/(m\varepsilon)}$, with $m$ the effective mass, is 0.18 meV at 450 K, far below $kT$, so passage over the top dominates. The ratio $N_d/N_c=2.1\times10^{-3}$ at 430 K justifies nondegenerate statistics. The interface field at 450 K is 0.024 MV/cm.

**Real ceramics.** The example represents one uniform boundary at small voltage. A real thermistor contains many boundaries with different $N_s$ and $N_d$, and since $a\propto N_s^2/N_d$, a 10% rise in $N_s$ at fixed $N_d$ raises $|E_{\rm app}|$ by 21%. This spread is not modelled. Among the corrections computed for a single boundary with given $N_s$ and $N_d$ and traps 0.8 eV deep, the diffusion prefactor changes the slope most within the window, while trap emptying ends the negative-slope range. This order depends on the trap depth: with traps 0.7 eV deep, emptying would bring the slope of $\ln F$ to $-1.83$ eV with the depletion barrier, and to $-1.65$ eV once the extra $kT$ of Section 6 is included. The second change, 0.43 eV, exceeds the 0.36 eV from the prefactor. A larger $N_c$ acts in the same way. Most of the values quoted are collected in the numerical output below.

## Numbers as computed

```
Curie constant C = 1.50e+05 K, theta = 383 K
donor density = 1.0e+18 cm^-3
interface electrons = 6.0e+13 cm^-2
depletion width per side = 300 nm
interface displacement = 4.81 uC/cm2
barrier slope a = 5.429 meV/K
T = 410 K: eps_r = 5556, phi = 0.1466 eV, phi/kT = 4.148, F = 1.579e-02
T = 430 K: eps_r = 3191, phi = 0.2551 eV, phi/kT = 6.886, F = 1.022e-03
T = 450 K: eps_r = 2239, phi = 0.3637 eV, phi/kT = 9.379, F = 8.445e-05
F(cold)/F(hot) = 187.0
apparent activation energy, Poisson fit = -2.0791 eV
-a*theta = -2.0791 eV
fit intercept ln F at 1/T = 0: -63.00
largest fit residual in ln F = 1.4e-13
theta from slope and intercept = 383.00 K
|E_app|/phi at 430 K = 8.15
control, constant eps_r of 430 K: E = 0.2551 eV
control, theta = -50 K: E = 0.2714 eV
free energy per added electron, 430 K = 0.2551 eV
internal energy per added electron = -2.0791 eV
entropy per added electron = -63.00 k_B
Poisson-Boltzmann barrier, 430 K = 7.885 kT
E with mobile carriers = -2.0810 eV
E of diffusion-limited conductance = -1.715 eV
kT at 430 K (per power of T in prefactor) = 0.0371 eV
assumed mobility = 0.5 cm2/Vs, mass = 5 m_e
drift velocity at interface, 430 K = 8.5e+03 cm/s
thermal collection velocity = 1.4e+06 cm/s
assumed trap depth = 0.8 eV
trap filling at 450 K = 0.9940
E with trap emptying, same window = -2.046 eV
phi/kT peaks at T = 482 K
E from 502 to 542 K, above peak = 0.474 eV
Landau barrier at 410 K = 0.1429 eV
E with Landau nonlinearity = -2.151 eV
E with background permittivity 10 = -2.066 eV
tunnelling energy E00 at 450 K = 0.18 meV
donors/band states at 430 K = 2.1e-03
interface field at 450 K = 0.0242 MV/cm
```
